\section*{Polarization from exchange striction in an E-type magnet}

\section*{Problem}

A magnetically ordered insulator has one polar coordinate $u$ in each cell. The exchange energy pushes on it with a net force $F=0.12$ eV/Å, and the lattice resists with stiffness $K=10$ eV/Å$^2$. The coordinate carries an effective charge $Z=3$ (in units of $e$), and the cell volume is $V=60$ Å$^3$.

\begin{enumerate}
\item Find the displacement, the energy gain and the polarization between short-circuited electrodes.
\item Show how exchange can produce such a uniform force in a perovskite layer with up-up-down-down spin order, and how $F$, $K$ and $Z$ follow from single bonds. Which spin orders give no polarization?
\item Estimate how the answer changes with the curvature of the exchange, open electrodes, a temperature of 10 K when the order sets in at 25 K, and the electronic response at fixed ions.
\end{enumerate}

For parts 2 and 3 take collinear spins of size $S=2$, treated as classical except in the thermal average, where each spin has its $2S+1$ discrete levels. Take also an oxygen buckling $b_0=0.40$ Å and an electronic dielectric constant $\varepsilon_\infty=5$. The algebra is in atomic units, with $e=4\pi\varepsilon_0=1$; numbers are in eV and Å.

\section*{Solution}

\subsection*{1. Displacement and polarization}

To leading order in $u$, the energy per cell is
\begin{equation}
W(u)=\tfrac12Ku^2-Fu .
\end{equation}
The term $-Fu$ is the exchange energy expanded to first order, so $F$ is already summed over all bonds of the cell. The stiffness $K$ is taken at zero macroscopic field, as short-circuited electrodes require. Setting $dW/du=Ku-F=0$ gives
\begin{equation}
u=\frac FK=\frac{0.12}{10}\ \text{Å}=0.012\ \text{Å}.
\end{equation}
This is a minimum because $K>0$. Substitution gives the energy
\begin{equation}
W=\frac{F^2}{2K}-\frac{F^2}{K}=-\frac{F^2}{2K},
\end{equation}
a gain of $0.00072$ eV per cell.

The dipole relative to the state $u=0$ is $Zu=3\times0.012=0.036\ e$Å. Dividing by the volume,
\begin{equation}
P=\frac{Zu}{V}=\frac{ZF}{KV}=\frac{0.036}{60}\ e/\text{Å}^2
=6.0\times10^{-4}\ e/\text{Å}^2 .
\label{eq:P}
\end{equation}
Since $1\ e/\text{Å}^2=16.02$ C/m$^2$,
\begin{equation}
P=0.0096\ \text{C/m}^2=0.96\ \mu\text{C/cm}^2 .
\end{equation}

An electric field $\mathcal E$ would exert the force $Z\mathcal E$ on the same coordinate. The exchange force therefore acts like a field $F/Z=0.04$ V/Å, or 4 MV/cm.

\subsection*{2. Where the uniform force comes from}

Place Mn ions on a square lattice with sites $(i,j)$ and an oxygen on every bond. The spin signs depend on $i+j$ and repeat as $+,+,-,-$. Let $c$ be the product of the two spin signs on a bond. Both the $x$ bond and the $y$ bond that start at $(i,j)$ join a site with index $i+j$ to one with index $i+j+1$, so for both
\begin{equation}
c=\eta,\qquad \eta=(-1)^{i+j}.
\end{equation}
The parallel bonds form zigzag chains. This is the in-plane pattern called E-type order.

The oxygen octahedra are rotated about the layer normal, with opposite senses on neighbouring sites. A rotation of sign $\eta$ moves the oxygen on the $+x$ side of a site along $+\eta y$, and the one on the $+y$ side along $-\eta x$. The transverse oxygen positions are thus
\begin{equation}
b_x=\eta b_0+w_x,\qquad b_y=-\eta b_0+w_y .
\end{equation}
Here the subscript names the bond. The displacement $w_x$ points along $y$, and $w_y$ along $x$. The cations are held fixed, and $b_0$ is the buckling without spin correlations.

A bond has exchange energy $+J\,\mathbf S_i\cdot\mathbf S_j=S^2cJ$. By reflection through the bond line, $J$ is even in $b$. The model keeps the form
\begin{equation}
J(b)=J_a+\tfrac12\beta b^2 .
\end{equation}
With a spring $k$ on each oxygen, the energy of an $x$ bond is
\begin{equation}
W_x=\tfrac12kw_x^2+S^2c\left[J_a+\tfrac12\beta(\eta b_0+w_x)^2\right].
\end{equation}
The exchange force at $w_x=0$ is minus the derivative of the second term:
\begin{equation}
f_x=-S^2c\,\eta\,\beta b_0=-S^2\beta b_0\equiv-f ,
\end{equation}
because $c\eta=\eta^2=1$. On a $y$ bond the buckling has the opposite sign, so $f_y=+f$. The spin correlation alternates and so does the buckling, but their product does not. All oxygens on $x$ bonds are pushed along $-y$, and all those on $y$ bonds along $+x$.

\paragraph{From bonds to the cell.}
There are two such oxygens per Mn. To leading order each moves by $u$ along its own force, so
\begin{equation}
W=2\left(\tfrac12ku^2-fu\right)\quad\Rightarrow\quad K=2k,\qquad F=2f .
\end{equation}
An oxygen has effective charge $-Z_O$. Its displacement along $-y$ gives a dipole along $+y$, and its displacement along $+x$ gives a dipole along $-x$. The sum is
\begin{equation}
\mathbf p=Z_Ou\,(-\hat{\mathbf x}+\hat{\mathbf y}),\qquad
|\mathbf p|=\sqrt2\,Z_Ou\quad\Rightarrow\quad Z=\sqrt2\,Z_O .
\end{equation}
The given data correspond to $f=0.060$ eV/Å, $k=5.0$ eV/Å$^2$ and $Z_O=2.12$. The exchange slope is $J'=\beta b_0=f/S^2=0.015$ eV/Å, hence $\beta=0.0375$ eV/Å$^2$. Combining the force $f$ on one oxygen with the stiffness $K$ of the whole cell would halve the polarization; all four quantities in \eqref{eq:P} must refer to the same coordinate and cell.

\paragraph{Other spin patterns.}
Reversing every spin leaves each $c$, and so $\mathbf P$, unchanged. Shifting the spin pattern by one site against the fixed rotations changes $c$ to $-\eta$ and reverses $\mathbf P$. In a ferromagnet $c=1$ on every bond, and in a checkerboard antiferromagnet $c=-1$. The force on an $x$-bond oxygen is then $\mp\eta f$, which alternates from site to site, and the dipoles cancel. In general, the leading polarization vanishes when the average of $\eta c$ is zero over the $x$ bonds and also over the $y$ bonds. Rows of parallel spins that alternate in sign from row to row are another example. A strong dependence of $J$ on position is therefore not sufficient for polarization.

In the ferromagnet and the checkerboard the size of the force on each oxygen is still $f$, so the leading relaxation energy $-f^2/(2k)$ per oxygen is the same. With independent springs this energy does not select the polar order. The spin pattern is an input here.

\subsection*{3. Corrections}

\paragraph{Curvature of the exchange.}
Keep the quadratic term in $w_x$. The condition $dW_x/dw_x=0$ reads
\begin{equation}
kw_x+S^2\eta\beta(\eta b_0+w_x)=0
\quad\Rightarrow\quad
w_x=-\frac{f}{k+\eta g},\qquad g=S^2\beta .
\end{equation}
The $y$ bonds give the same size with the opposite sign. Half of the bonds have $\eta=+1$ and half $\eta=-1$, so the mean size is
\begin{equation}
\frac f2\left(\frac1{k+g}+\frac1{k-g}\right)
=\frac{fk}{k^2-g^2}
=\frac fk\,\frac1{1-(g/k)^2}.
\end{equation}
Here $g=0.15$ eV/Å$^2$ and $g/k=0.03$, so $P$ rises by the factor 1.0009. The first-order changes cancel between parallel and antiparallel bonds. A numerical energy minimization of a periodic $4\times4$ layer, with every oxygen free to move in the plane, gives $0.9622\ \mu$C/cm$^2$, against $0.9613$ from \eqref{eq:P}. The leading-order result \eqref{eq:P} fails as $g$ approaches $k$, where the antiparallel bonds lose their stiffness.

\paragraph{Open electrodes.}
Consider a slab polarized along its normal, without free charge on its faces. The ionic polarization is $P_{\rm ion}=Zu/V$, and the electrons add $(\varepsilon_\infty-1)\mathcal E/4\pi$. The displacement field vanishes:
\begin{equation}
0=\mathcal E+4\pi\left[P_{\rm ion}+\frac{\varepsilon_\infty-1}{4\pi}\mathcal E\right]
=\varepsilon_\infty\mathcal E+4\pi P_{\rm ion},
\end{equation}
so $\mathcal E=-4\pi Zu/(\varepsilon_\infty V)$. Force balance, $Ku=F+Z\mathcal E$, becomes
\begin{equation}
\left(K+\frac{4\pi Z^2}{\varepsilon_\infty V}\right)u=F .
\end{equation}
The added stiffness is 5.43 eV/Å$^2$. With $F$ held fixed, $u$ and $P_{\rm ion}$ fall by the factor $10/15.43=0.648$, to $P_{\rm ion}=0.62\ \mu$C/cm$^2$. The total polarization is smaller still:
\begin{equation}
P_{\rm tot}=P_{\rm ion}-\frac{\varepsilon_\infty-1}{\varepsilon_\infty}P_{\rm ion}
=\frac{P_{\rm ion}}{\varepsilon_\infty}\approx0.12\ \mu\text{C/cm}^2 .
\end{equation}
The internal field is 1.4 MV/cm. These values let only the coordinate $u$ respond to the field. In the layer of part 2 the field also pushes the oxygens along their bonds; if the same spring $k$ resists that motion, the factor on $P_{\rm ion}$ is 0.48 instead of 0.648. The open-circuit state also requires a thin slab. At 1.4 MV/cm the voltage across it reaches 1.5 V at a thickness of about 11 nm. Once the corresponding energy exceeds the band gap, charge can transfer between the faces and reduce the field. A thicker slab, or one that leaks charge, therefore moves towards the short-circuit state.

\paragraph{Temperature.}
In mean field the spins fluctuate independently, so the correlation on a bond is $S^2m^2c$, where $m$ is the ordered moment divided by its full value. The force and $P$ then scale as $m^2$, with the lattice parameters held fixed. A spin with levels $M=-S,\dots,S$ in a mean field proportional to $m$ obeys
\begin{equation}
m=\frac{\sum_M M e^{Mx}}{S\sum_M e^{Mx}},\qquad
x=\frac{3m}{S+1}\,\frac{T_N}{T}.
\end{equation}
The prefactor of $x$ follows from the onset of order. For small $x$ the thermal average of $M$ is $x\langle M^2\rangle=xS(S+1)/3$, so $m=x(S+1)/3$, and this must hold at $T=T_N$. This assumes that the up-up-down-down order itself sets in at $T_N$. If competing exchange first produces a spin wave of another period, the temperature in $x$ must be the one at which up-up-down-down order alone would set in. It lies below the onset of the wave and above the lock-in to up-up-down-down order. Hence $m$ at 10 K is smaller if 25 K is the onset of the wave, and larger if 25 K is the lock-in. For $T_N=25$ K and $T=10$ K the solution is $m=0.949$. The factor $m^2=0.90$ would lower the short-circuit result to about $0.86\ \mu$C/cm$^2$. This leaves out the action of the displacement back on the spins. With $u=Fm^2/K$ the lattice adds $-(F^2/2K)\,m^4=-0.72\,m^4$ meV per cell to the free energy, and $x$ gains the term $2F^2m^3/(KSk_BT)$. The coefficient is a third of $k_BT_N=2.15$ meV and exceeds the quartic entropy term, about $0.47$ meV at 25 K, so the transition becomes first order, with a jump of $m$ to about 0.6. With the transition placed at 25 K, the solution at 10 K is $m=0.99$, so $m^2=0.98$ and $P\approx0.94\ \mu$C/cm$^2$. Above $T_N$ this contribution vanishes in mean field.

\paragraph{Electrons at fixed ions.}
A field also changes $J$ directly, by shifting the oxygen level. For a size estimate, take one orbital per ion and two holes on a Mn–O–Mn cluster. The hopping is $t$, the oxygen level lies $\Delta$ above the Mn level, and two holes on one Mn cost $U$. Two holes in a singlet can meet on one ion; in a triplet they cannot. To second order in $t$, the singlet reaches each doubly occupied Mn state with amplitude $\sqrt2\,t^2/\Delta$. It reaches the doubly occupied oxygen, at energy $2\Delta$, with amplitude $2\sqrt2\,t^2/\Delta$, because either hole may hop first. The singlet is lowered relative to the triplet by
\begin{equation}
J=2\,\frac{2t^4}{\Delta^2U}+\frac{8t^4}{\Delta^2\,2\Delta}
=\frac{4t^4}{\Delta^2}\left(\frac1U+\frac1\Delta\right).
\end{equation}
Hence
\begin{equation}
\frac{d\ln J}{d\Delta}=-\frac2\Delta-\frac{1/\Delta^2}{1/U+1/\Delta}.
\end{equation}
For $\Delta=4$ eV and $U=5$ eV this is $-0.64$ eV$^{-1}$, and diagonalizing the cluster at $t=0.1$ eV gives $-0.638$ eV$^{-1}$. The size falls at larger hopping, to $0.56$ eV$^{-1}$ at $t=0.8$ eV and $0.48$ eV$^{-1}$ at $t=1.2$ eV. A repulsion of 4 eV between two holes on the oxygen, left out above, lowers the small-$t$ size to $0.57$ eV$^{-1}$.

A transverse field $\mathcal E$ changes the hole energy on the oxygen by $-\mathcal Eb$. The electronic dipole of a bond is minus the field derivative of $S^2cJ$:
\begin{equation}
p_{\rm el}=S^2c\,b\,J\,\frac{d\ln J}{d\Delta}.
\end{equation}
The full $J$ of the bond belongs here, but its part $J_a$ is not given. As an assumed scale, set $J$ equal to its buckling part, $J_s=\tfrac12\beta b_0^2=0.0030$ eV. Then
\begin{equation}
|p_{\rm el}|=4\times0.40\times0.0030\times0.638\ e\text{Å}=0.0031\ e\text{Å},
\end{equation}
and a different $J$ changes this size in proportion. A net $J$ of 3 meV is too large for E-type order at 25 K. Suppose that order comes from an antiferromagnetic coupling along the diagonal $(1,1)$; the mean field above then gives it the value $0.54$ meV, and the checkerboard has lower energy once $J$ exceeds about that value. With $J=0.5$ meV the formula gives a sixth of the size above. A small net $J$ can also arise from large terms of opposite sign, each with its own dependence on $\Delta$, and then the net $J$ does not set the size of the dipole. The product $cb$ is again uniform, so these dipoles add up. Each is about 12\% of the ionic dipole of a bond, $0.0255\ e$Å. For the positive $J$ and $\beta$ used here the two are opposed, since $d\ln J/d\Delta<0$. The sign of $\beta$ is an input, however. If the only effect of bending is to weaken the hopping, the cluster itself gives $\beta<0$, and the two dipoles then add. Mn has several active orbitals, with exchange contributions of both signs, so neither the sign nor the 12\% should be carried over to a material without a calculation.

\subsection*{Comparison with real manganites}

The setting resembles orthorhombic HoMnO$_3$ with E-type order: $S=2$ on Mn, roughly 60 Å$^3$ per formula unit, and magnetic order confined to a few tens of kelvin. The oxygen charge 2.12 is close to the formal value 2. The force, stiffness and buckling are round model values, not a fit to that compound. Using the volume per Mn also assumes that successive layers push their oxygens the same way. This holds if the octahedral rotations are in phase and the spins of a whole layer reverse from one layer to the next, because such a reversal leaves every in-plane $c$ unchanged.

The result assumes a single domain. If 80\% of the volume has one sign of $P$ and 20\% the other, the net value is $0.8-0.2=0.6$ of the single-domain one, or $0.58\ \mu$C/cm$^2$; equal fractions give zero. At room temperature the magnetic order, and with it this polarization, is absent.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Net exchange force F          0.12 eV/A
Stiffness K                   10.0 eV/A^2
Effective charge Z            3.0 e
Cell volume V                 60.0 A^3
Mn spin S                     2
Buckling b0                   0.40 A
Force on one O, f             0.060 eV/A
Spring of one O, k            5.00 eV/A^2
Charge size of one O, Z_O     2.121 e
Exchange slope J'             0.0150 eV/A
Exchange curvature beta       0.0375 eV/A^2
Displacement u                0.0120 A
Dipole per cell               0.0360 e A
Energy gain per cell          0.00072 eV
P, atomic units               1.6802e-04 e/bohr^2
P, formula                    0.009613 C/m^2
P, formula                    0.9613 uC/cm2
P, relaxed lattice            0.9622 uC/cm2
Curvature factor on P         1.00090
Dipole x, E-type              -0.02548 e A
Dipole y, E-type              0.02548 e A
Dipole x, all spins reversed  -0.02548 e A
Dipole x, pattern shifted     0.02548 e A
Dipole size, ferromagnet      0.00000 e A
Dipole size, checkerboard     0.00000 e A
Field with equal force F/Z    4.00 MV/cm
Electronic constant eps_inf   5.0
Open-circuit extra stiffness  5.429 eV/A^2
Open/short ionic P ratio      0.648
Open-circuit ionic P          0.623 uC/cm2
Open-circuit internal field   1.41 MV/cm
Assumed ordering temperature  25 K
Temperature of use            10 K
Reduced moment m              0.949
Thermal factor m^2 on P       0.900
Cluster O-Mn gap Delta        4.0 eV
Cluster repulsion U           5.0 eV
Exchange scale J_s            0.0030 eV
d ln J / d Delta              -0.638 1/eV
Electronic dipole per bond    0.00306 e A
Ionic dipole per bond         0.02546 e A
Electronic/ionic size ratio   0.120
\end{verbatim}
